# Finite-temperature single-mode multiphonon capture and emission: two derivations and detailed balance

An electron stored in a charge-trap memory sits in a localized level roughly 1 eV below the band through which it could escape. A vibrational quantum of the surroundings carries only about a twentieth of that energy, so escape driven by vibrations alone needs many quanta at once, and the reverse capture releases as many. In the model used here, such transitions are possible because the surrounding atoms have different equilibrium positions with and without the electron. How fast are the two processes at temperature $T$, and do their rates lead to the correct thermal occupation of the trap?

## Model and golden rule

Hartree atomic units are used, so $\hbar=1$. The trap has one non-degenerate, spinless level and is coupled to one harmonic mode with mass-weighted coordinate $Q$. The mode has frequency $\omega$ whether the trap is empty or filled, but filling moves its minimum from $Q=0$ to $Q=-\Delta Q$; the sign is a choice of axis. With $a=\sqrt{\omega/2}\,Q+iP/\sqrt{2\omega}$, the filled-trap mode has the lowering operator

$$b=a+\sqrt S,\qquad S=\tfrac12\omega\,\Delta Q^2 ,$$

where $S$ is the Huang–Rhys factor. Apart from equal zero-point energies, which cancel, the vibrational Hamiltonians are $H_0=\omega a^\dagger a$ (empty) and $H_1=\omega b^\dagger b$ (filled). Their eigenstates are $|n\rangle$ and $|\tilde m\rangle$. The energy $E_t$ of the filled trap is counted separately and refers to its relaxed, zero-phonon state.

The electronic coupling $V$ between a band state and the trap is taken as independent of $Q$ (Condon approximation) and weak enough for the golden rule. The mode is thermal before each transition, with $P_n=(1-w)w^n$, $w=e^{-\beta\omega}$, $\beta=1/kT$. An electron of band energy $E$ is then captured into the empty trap at the rate

$$2\pi|V|^2\sum_{n,m}P_n\,|\langle\tilde m|n\rangle|^2\,\delta(E+n\omega-E_t-m\omega).$$

Only $p=m-n$, the number of phonons emitted, enters the delta function. The vibrational information is therefore contained in

$$L_p=\sum_n P_n\,|\langle \widetilde{n+p}|n\rangle|^2 ,\tag{1}$$

with $p<0$ for absorption. Between two discrete electronic levels, one undamped mode would leave bare delta functions and no rate. The band supplies the required continuum. With density of states $g(E)$, coupling width $\Gamma(E)=2\pi|V|^2g(E)$ and occupation $f(E)$, summing over band states gives

$$k_c=\sum_p\Gamma(E_p)f(E_p)L_p,\qquad E_p=E_t+p\omega .\tag{2}$$

The result to be shown, with $\bar n=1/(e^{\beta\omega}-1)$, is

$$L_p=e^{-S(2\bar n+1)}\left(\frac{\bar n+1}{\bar n}\right)^{p/2}I_{|p|}(z),\qquad z=2S\sqrt{\bar n(\bar n+1)} .\tag{3}$$

The modified Bessel functions of integer order are defined by

$$e^{(z/2)(u+1/u)}=\sum_{p=-\infty}^{\infty}I_p(z)\,u^p .\tag{4}$$

Exchanging $u$ and $1/u$ shows that $I_{-p}=I_p$. Multiplying the series of $e^{zu/2}$ and $e^{z/(2u)}$ gives, for $p\ge0$, $I_p(z)=\sum_k (z/2)^{2k+p}/[k!\,(k+p)!]$.

## First derivation: the correlation function in time

Define $G(t)=\langle e^{iH_0t}e^{-iH_1t}\rangle$, the average being over the thermal empty-trap mode. Inserting the states $|\tilde m\rangle$ gives

$$G(t)=\sum_{n,m}P_n|\langle\tilde m|n\rangle|^2e^{-i(m-n)\omega t}=\sum_pL_p\,e^{-ip\omega t}.\tag{5}$$

The weights are thus the Fourier coefficients of $G$.

The displacement operator $D=e^{\sqrt S(a^\dagger-a)}$ satisfies $D^\dagger aD=a+\sqrt S=b$, hence $H_1=D^\dagger H_0D$ and

$$G=\langle e^{iH_0t}D^\dagger e^{-iH_0t}D\rangle=\langle e^Ae^B\rangle .$$

Since $e^{iH_0t}ae^{-iH_0t}=ae^{-i\omega t}$, writing $\theta=\omega t$ gives

$$A=-\sqrt S(a^\dagger e^{i\theta}-ae^{-i\theta}),\qquad B=\sqrt S(a^\dagger-a).$$

Their commutator is a number. From $[a,a^\dagger]=1$,

$$[A,B]=-S\left(-e^{i\theta}[a^\dagger,a]-e^{-i\theta}[a,a^\dagger]\right)=-S(e^{i\theta}-e^{-i\theta})=-2iS\sin\theta .$$

For such operators $e^Ae^B=e^{A+B}e^{[A,B]/2}$, so

$$G=e^{-iS\sin\theta}\,\langle e^{\gamma a^\dagger-\gamma^*a}\rangle,\qquad \gamma=\sqrt S(1-e^{i\theta}).$$

The same rule, with $[\gamma a^\dagger,-\gamma^*a]=|\gamma|^2$, puts the remaining exponential in normal order:

$$\langle e^{\gamma a^\dagger-\gamma^*a}\rangle=e^{-|\gamma|^2/2}\sum_k\frac{(-|\gamma|^2)^k}{(k!)^2}\langle a^{\dagger k}a^k\rangle .$$

Terms with unequal powers vanish because the thermal state is diagonal in $n$. The others follow from a geometric series:

$$\langle a^{\dagger k}a^k\rangle=(1-w)\sum_n\frac{n!}{(n-k)!}w^n=(1-w)w^k\frac{d^k}{dw^k}\frac1{1-w}=k!\left(\frac w{1-w}\right)^k=k!\,\bar n^k .$$

The sum over $k$ is therefore $e^{-\bar n|\gamma|^2}$. With $|\gamma|^2=2S(1-\cos\theta)$,

$$G=\exp\{-S(2\bar n+1)(1-\cos\theta)-iS\sin\theta\}$$
$$\phantom{G}=\exp\{-S[(2\bar n+1)-(\bar n+1)e^{-i\theta}-\bar n e^{i\theta}]\}.\tag{6}$$

The second form follows from $(\bar n+1)e^{-i\theta}+\bar ne^{i\theta}=(2\bar n+1)\cos\theta-i\sin\theta$.

Now set $u=\sqrt{(\bar n+1)/\bar n}\;e^{-i\theta}$. Then

$$\frac z2\left(u+\frac1u\right)=S\sqrt{\bar n(\bar n+1)}\left(u+\frac1u\right)=S(\bar n+1)e^{-i\theta}+S\bar ne^{i\theta}.$$

Expansion (4) applied to (6) gives

$$G=e^{-S(2\bar n+1)}\sum_pI_p(z)\left(\frac{\bar n+1}{\bar n}\right)^{p/2}e^{-ip\omega t},$$

and comparison with (5) yields (3).

Equation (6) also gives the spread of the phonon number. For small $\theta$, $\ln G=-iS\theta-\tfrac12S(2\bar n+1)\theta^2+\dots$, so the mean of $p$ is $S$ at every temperature and its variance is $S(2\bar n+1)$.

## Second derivation: a recurrence between phonon channels

This route stays with definition (1) and uses no time variable. Let $M_{m,n}=\langle\tilde m|n\rangle$, which is real, and set it to zero if an index is negative. Taking matrix elements of $b=a+\sqrt S$ and of its adjoint between $\langle\tilde m|$ and $|n\rangle$ gives

$$\sqrt{m+1}\,M_{m+1,n}=\sqrt n\,M_{m,n-1}+\sqrt S\,M_{m,n},\tag{7}$$
$$\sqrt m\,M_{m-1,n}=\sqrt{n+1}\,M_{m,n+1}+\sqrt S\,M_{m,n}.\tag{8}$$

The difference of the two number operators is

$$b^\dagger b-a^\dagger a=\sqrt S(a+a^\dagger)+S=\sqrt S(b^\dagger+a).$$

Its matrix element is

$$(m-n)M_{m,n}=\sqrt S\left(\sqrt m\,M_{m-1,n}+\sqrt n\,M_{m,n-1}\right).$$

Multiply by $P_nM_{m,n}$, put $m=n+p$, and sum over $n$:

$$pL_p=\sqrt S\,(A_p+B_p),\tag{9}$$
$$A_p=\sum_nP_n\sqrt m\,M_{m-1,n}M_{m,n},\qquad B_p=\sum_nP_n\sqrt n\,M_{m,n-1}M_{m,n}.$$

Here $A_p$ and $B_p$ are numbers, not the operators used earlier. Two relations determine them.

First, insert (7) in $B_p$. The term $\sum_nP_n\sqrt{m+1}M_{m+1,n}M_{m,n}$ is $A_{p+1}$, since $m+1=n+(p+1)$. Thus

$$B_p=A_{p+1}-\sqrt S\,L_p .\tag{10}$$

Second, insert (8) in $A_{p+1}$, where $m=n+p+1$. In the term $\sum_nP_n\sqrt{n+1}M_{m,n+1}M_{m,n}$, rename $n+1$ as $n$. Then $m=n+p$ and the thermal factor becomes $P_{n-1}=P_n/w$, so the term is $B_p/w$:

$$A_{p+1}=\frac{B_p}w+\sqrt S\,L_{p+1}.\tag{11}$$

Eliminating $A_{p+1}$ gives $B_p(1-1/w)=\sqrt S(L_{p+1}-L_p)$. Because $w/(1-w)=\bar n$,

$$B_p=\bar n\sqrt S\,(L_p-L_{p+1}).$$

Equation (10) with $p$ lowered by one then gives

$$A_p=B_{p-1}+\sqrt S L_{p-1}=\sqrt S[(\bar n+1)L_{p-1}-\bar nL_p].$$

In (9) the terms $\pm\bar nL_p$ cancel:

$$pL_p=S(\bar n+1)L_{p-1}-S\bar n\,L_{p+1}.\tag{12}$$

Write $L_p=r^{p/2}c_p$ with $r=(\bar n+1)/\bar n$. Both coefficients become $S\sqrt{\bar n(\bar n+1)}=z/2$, so

$$pc_p=\frac z2(c_{p-1}-c_{p+1}).$$

This is the Bessel recurrence: differentiating (4) with respect to $u$ and comparing coefficients of $u^{p-1}$ gives $pI_p=(z/2)(I_{p-1}-I_{p+1})$.

A second-order recurrence has two independent solutions, so the right one must be selected. For two solutions $c_p,d_p$, let $W_p=c_pd_{p+1}-c_{p+1}d_p$. Substituting $c_{p+1}=c_{p-1}-(2p/z)c_p$, and likewise for $d$, gives $W_p=-W_{p-1}$, so $|W_p|$ is constant. Here $c_p=r^{-p/2}L_p\to0$ as $p\to\infty$, since $L_p\le1$ and $r>1$; $I_p(z)\to0$ as well. Hence $W_p=0$ and $c_p=C\,I_p(z)$.

The constant follows from completeness, $\sum_pL_p=\sum_nP_n\sum_m|M_{m,n}|^2=1$. By (4) with $u=\sqrt r$,

$$1=C\exp\left[\frac z2\left(\sqrt r+\frac1{\sqrt r}\right)\right]=C\,e^{S(2\bar n+1)},$$

because $\sqrt r+1/\sqrt r=(2\bar n+1)/\sqrt{\bar n(\bar n+1)}$. This is (3) again.

## Emission and detailed balance

Emission starts from the thermal filled trap. The electron reaches the band energy $E_p$ if the mode gives up $p$ phonons, so the same pairs of states occur as in capture, weighted by the population of $m=n+p$:

$$\sum_nP_{n+p}|M_{n+p,n}|^2=w^pL_p=e^{-p\beta\omega}L_p .$$

Since $(\bar n+1)/\bar n=e^{\beta\omega}$ and $I_{-p}=I_p$, equation (3) shows that this is $L_{-p}$. The emission rate into unoccupied band states is therefore

$$k_e=\sum_p\Gamma(E_p)[1-f(E_p)]L_{-p}.\tag{13}$$

For carriers at the same temperature with chemical potential $\mu$, $f/(1-f)=e^{-\beta(E_p-\mu)}$. The ratio of the capture and emission terms in channel $p$ is

$$e^{-\beta(E_t+p\omega-\mu)}\,e^{p\beta\omega}=e^{-\beta(E_t-\mu)} .$$

It does not depend on $p$, so each channel balances separately and

$$\frac{k_c}{k_e}=e^{-\beta(E_t-\mu)} .\tag{14}$$

If $N$ is the trap occupation, $\dot N=k_c(1-N)-k_eN$ has the steady value $k_c/(k_c+k_e)=1/(e^{\beta(E_t-\mu)}+1)$. This is the Fermi function at the relaxed level. The vertical level, found by filling the trap with the atoms fixed at $Q=0$, lies higher by $\tfrac12\omega^2\Delta Q^2=S\omega$ and does not set the occupation.

## Cold and classical limits

As $T\to0$, $z\to0$ and $I_p(z)\to(z/2)^p/p!$ for $p\ge0$. The powers of $\bar n$ cancel, leaving $L_p\to e^{-S}S^p/p!$, a Poisson law. For $p<0$ the leading factor is $\bar n^{|p|}$, and absorption dies out.

For $kT\gg\omega$ and a broad distribution, the quadratic expansion of $\ln G$ gives, near the centre, a Gaussian of mean $S$ and variance $S(2\bar n+1)\approx2SkT/\omega$. With $\lambda=S\omega$,

$$L_p\approx\frac{\omega}{\sqrt{4\pi\lambda kT}}\exp\left[-\frac{(p\omega-\lambda)^2}{4\lambda kT}\right].\tag{15}$$

The exponent contains the classical barrier $(p\omega-\lambda)^2/4\lambda$ for capture.

## A worked trap

Take round model parameters: $\omega=0.002$ hartree (0.0544 eV), $S=10$, $T=300$ K, and a band from 0.033 to 0.081 hartree above $E_t$ with constant $\Gamma=10^{-6}$ hartree. Let $\mu$ lie 0.002 hartree above $E_t$. The open channels are $p=17$ to $40$.

With $kT=9.500\times10^{-4}$ hartree, $\beta\omega=2.105$, $\bar n=0.1387$ and $z=7.949$. For $p=17$ the prefactors in (3) combine to $e^{-12.775+17.894}\approx167$, and the Bessel series gives $I_{17}(z)\approx1.02\times10^{-4}$. Hence $L_{17}=0.0171$. The reverse weight is smaller by $e^{-17\beta\omega}=2.87\times10^{-16}$, so $L_{-17}=4.90\times10^{-18}$.

The band states are nearly empty, and the $p=17$ term of (13) is $10^{-6}\times4.90\times10^{-18}=4.90\times10^{-24}$ a.u. It supplies 92.6% of the total:

$$k_e=5.29\times10^{-24}\ \text{a.u.}=2.19\times10^{-7}\ \text{s}^{-1},\qquad k_c=1.80\times10^{-6}\ \text{s}^{-1}.$$

The emission time is $4.6\times10^6$ s, about 53 days. The ratio $k_c/k_e=8.21$ equals $e^{0.002/kT}$, and the occupation is $8.21/9.21=0.891$. The Fermi function at the vertical level would give $5.9\times10^{-9}$.

The classical formula (15) gives 0.0098 for $L_{17}$, 43% below the Bessel value. Most of the gap comes from the width: a Gaussian with the quantum variance 12.77 instead of $2SkT/\omega=9.50$ gives $e^{-49/25.55}/\sqrt{2\pi\times12.77}=0.0164$.

At 400 K the emission rate is $2.14\times10^{-3}$ s$^{-1}$. The two rates define an apparent activation energy of 0.0349 hartree (0.950 eV). It exceeds the threshold $17\omega=0.0340$ hartree, but by less than the classical capture barrier of 0.00245 hartree.

## What each derivation assumes

Both derivations need equal frequencies, but at different places. The first uses them to write $H_1=D^\dagger H_0D$; the second uses them in the linear relation $b=a+\sqrt S$, without an admixture of $a^\dagger$, and in having a single integer $p$ label the energy change. Both need a thermal mode: the first for the average of an exponential, the second for the constant ratio $P_{n-1}/P_n=1/w$. The first extends directly to several independent modes, because $G$ becomes a product. The second shows how neighbouring channels are linked, but needs a decay condition and a normalization to fix the solution.

Detailed balance needs less than either. Let the two vibrational spectra be $\epsilon_n$ and $\epsilon'_m$, measured from their lowest levels, with partition functions $Z_0$ and $Z_1$, and let the coupling depend on $Q$. Forward and reverse transitions still share the same squared matrix element, and $E+\epsilon_n=E_t+\epsilon'_m$. The ratio of each pair of terms is

$$e^{-\beta(E-\mu)}\,\frac{e^{-\beta\epsilon_n}/Z_0}{e^{-\beta\epsilon'_m}/Z_1}=\frac{Z_1}{Z_0}\,e^{-\beta(E_t-\mu)} .$$

The Bessel formula is lost in general, while balance survives with a vibrational free-energy correction. For equal frequencies $Z_1=Z_0$, and (14) returns.

Channels with $p\neq0$ balance only at a common temperature. If the phonons have inverse temperature $\beta_{ph}$ and the carriers $\beta$, the channel ratio acquires the factor $e^{-(\beta-\beta_{ph})p\omega}$. For phonons at 400 K and carriers at 300 K it is $1.30\times10^{-4}$ at $p=17$ and smaller for higher $p$. The full sum gives $1.23\times10^{-4}$, and the occupation falls from 0.891 to 0.0010.

The golden rule is a further common assumption. It was tested by exact propagation of a trap, its mode and a discretized band, with $S=1$, $kT=0.5\,\omega$ and $\Gamma=0.004\,\omega$. The band lay between $0.5\,\omega$ and $2.5\,\omega$ below the relaxed trap level, so emission released one or two phonons and the formula gives $\Gamma(L_1+L_2)$. This checks the golden rule for weak coupling in a small system, not the 17-phonon rate itself. The undamped mode does not rethermalize, so a decay rate was extracted for each initial phonon state; their thermal average was $2.126\times10^{-3}\omega$, against $2.125\times10^{-3}\omega$ from the formula. The numerical output below also reports the agreement of (3) and (6) with explicit thermal sums.

The emission rate is sensitive to the position of the band edge, and the single sharp mode makes it change in steps. In the worked trap, raising the band edge from 0.033 to just above 0.034 hartree would close the $p=17$ channel and remove 93% of the emission rate. A spread of mode frequencies smooths this step but leaves most of the drop. With a Gaussian spread of 10% in $\omega$ and the same total $S$, moving the edge from 0.033 to 0.0341 hartree still removes about three quarters of the rate; the Boltzmann factor for that shift alone removes 69%. A rate for a real trap therefore requires at least its phonon spectrum and the energy dependence of $\Gamma$ near the band edge, as well as $S$. In a memory cell the electric field can also speed up escape, by lowering the barrier or by tunnelling, so the 53 days found here belong to the field-free model and are not a retention time.

## Table of computed values

```
phonon energy omega = 0.0020 hartree = 0.05442 eV
Huang-Rhys factor S = 10.0 (dimensionless)
relaxation energy S*omega = 0.0200 hartree
temperature = 300 K, kT = 9.500435e-04 hartree
omega/kT = 2.10517 (dimensionless)
Bose occupation n = 0.138726 (dimensionless)
Bessel argument z = 7.94910 (dimensionless)
band bottom above E_t = 0.0330 hartree
band top above E_t = 0.0810 hartree
band coupling Gamma = 1.00e-06 hartree
chemical potential above E_t = 0.0020 hartree
open channels: p = 17 to 40 phonons
sum of weights = 1.0000000000 (dimensionless)
mean phonon number = 10.000000, variance = 12.774513
weight L_17 at 300 K = 1.709911e-02
weight L_18 at 300 K = 1.035737e-02
weight L_19 at 300 K = 5.968091e-03
weight L_-17 at 300 K = 4.903587e-18 (dimensionless)
ratio L_-17/L_17 = 2.867743e-16 (dimensionless)
Poisson weight at T=0, p=17: 1.276400e-02 (dimensionless)
Gaussian weight at 300 K, p=17: 9.818993e-03 (dimensionless)
capture rate = 4.34446e-23 a.u. = 1.79606e-06 1/s
emission rate = 5.29265e-24 a.u. = 2.18806e-07 1/s
emission time = 4.5703e+06 s
share of p=17 in emission = 0.92649 (dimensionless)
capture/emission from overlaps = 8.2084723
exp(-(E_t-mu)/kT) = 8.2084723 (dimensionless)
steady occupation = 0.891404 (dimensionless)
Fermi function at vertical level = 5.9107e-09
emission rate at 400 K = 2.14393e-03 1/s
apparent activation energy = 0.034923 hartree
apparent activation energy = 0.95032 eV
threshold phonon energy 17*omega = 0.034000 hartree
classical capture barrier = 0.002450 hartree
400 K phonons, 300 K carriers: occupation = 1.0050e-03
same case: ratio / equilibrium ratio = 1.2256e-04
propagation test: S = 1.0, kT = 0.5 omega
propagation test: Gamma = 0.0040 omega
propagated emission rate = 2.12636e-03 omega
golden-rule emission rate = 2.12452e-03 omega
largest error of correlation function = 2.8e-15
largest relative error of weights = 1.1e-14
```
